# Phonon Sidebands and the Zero-Phonon Line of a Point Defect: test program

```python
"""Phonon weights of an optical transition between displaced oscillators.

Result under test: for two harmonic potentials of equal frequency w whose
minima differ by dQ, the transition from the lowest vibrational level has
Franck-Condon weights P_n = exp(-S) S^n / n!, with S = w dQ^2 / (2 hbar).
The zero-phonon weight is therefore exp(-S) at zero temperature.

Symbols: Q mass-weighted coordinate in amu^(1/2) angstrom; hw phonon energy
in eV; c2 = hbar^2/(amu angstrom^2) in eV; zpl zero-phonon energy in eV.
Weights are computed from eigenvectors of grid Hamiltonians (sinc basis).
"""
import math
import numpy as np
from scipy import constants as const

c2 = const.hbar**2 / (const.atomic_mass * 1e-20) / const.e
kB = const.k / const.e
hw, dQ, zpl = 0.065, 0.70, 1.95
S = hw * dQ**2 / (2 * c2)
length = math.sqrt(c2 / hw)


def kinetic(points, step):
    """Matrix of -(1/2) d^2/dx^2 in the sinc basis."""
    i = np.arange(points)
    diff = i[:, None] - i[None, :]
    safe = np.where(diff == 0, 1, diff)
    off = (-1.0)**np.abs(diff) / safe**2
    return np.where(diff == 0, math.pi**2 / 6, off) / step**2


Q = np.linspace(-12, 12, 241) * length
T1 = c2 * kinetic(len(Q), Q[1] - Q[0])


def solve(potential):
    return np.linalg.eigh(T1 + np.diag(potential))


def oscillator(energy, centre):
    return solve(0.5 * energy**2 / c2 * (Q - centre)**2)


def poisson(n, s):
    return math.exp(-s) * s**n / math.factorial(n)


# Main result: overlaps of numerically diagonalized oscillators
Eg, lower = oscillator(hw, 0.0)
Ee, upper = oscillator(hw, dQ)
W = (lower.T @ upper)**2          # W[n, m]: lower level n, upper level m
count = 30
n = np.arange(count)
P = W[:count, 0]
formula = np.array([poisson(k, S) for k in n])
assert np.allclose(Eg[:15], hw * (np.arange(15) + 0.5), atol=1e-9)
assert np.allclose(P, formula, atol=1e-9)
assert np.allclose(W[0, :count], formula, atol=1e-9)   # cold absorption
mean_n = float(n @ P)
var_n = float((n - mean_n)**2 @ P)
relax = 0.5 * hw**2 / c2 * dQ**2
assert abs(mean_n * hw - relax) < 1e-8
assert abs(var_n - S) < 1e-6
cold = P[0]

# Two coupled modes with unequal frequencies, units hbar = mass = 1
x = np.linspace(-6, 6, 31)
one = np.eye(len(x))
t = kinetic(len(x), x[1] - x[0])
X, Y = np.meshgrid(x, x, indexing="ij")
K = np.array([[1.0, 0.35], [0.35, 1.9]])
shift = np.array([0.9, -0.5])
V2 = 0.5 * (K[0, 0]*X**2 + 2*K[0, 1]*X*Y + K[1, 1]*Y**2)
E2, U2 = np.linalg.eigh(np.kron(t, one) + np.kron(one, t)
                        + np.diag(V2.ravel()))
k2, modes = np.linalg.eigh(K)
freq = np.sqrt(k2)
root = modes @ np.diag(freq) @ modes.T
dx, dy = X - shift[0], Y - shift[1]
g = np.exp(-0.5*(root[0, 0]*dx**2 + 2*root[0, 1]*dx*dy
                 + root[1, 1]*dy**2)).ravel()
g /= np.linalg.norm(g)
weights2 = (U2.T @ g)**2
S_modes = freq * (modes.T @ shift)**2 / 2
S_two = S_modes.sum()
two_mode = []
for total in range(3):
    value = 0.0
    for first in range(total + 1):
        target = first*freq[0] + (total - first)*freq[1]
        state = np.argmin(abs(E2 - E2[0] - target))
        assert abs(E2[state] - E2[0] - target) < 1e-4
        value += weights2[state]
    two_mode.append(value)
    assert abs(value - poisson(total, S_two)) < 1e-6

# Photon counts carry the cube of the photon energy
line = zpl - n * hw
share = line**3 * P / (line**3 @ P)
M = zpl - S * hw
cubic_sum = M**3 + 3*M*S*hw**2 - S*hw**3
assert abs(line**3 @ P - cubic_sum) < 1e-7
assert abs(share[0] - math.exp(-S)*zpl**3/cubic_sum) < 1e-8


# Temperature
def occupation(energy, temp):
    return 1 / math.expm1(energy / (kB * temp))


def thermal_diagonal(matrix, temp):
    b = math.exp(-hw / (kB * temp))
    m = np.arange(25)
    return float(((1 - b) * b**m) @ np.diag(matrix)[:25])


assert abs(W[1, 1] - math.exp(-S) * (1 - S)**2) < 1e-9
hot_single = thermal_diagonal(W, 300)
n300, n77 = occupation(hw, 300), occupation(hw, 77)
hot_many = math.exp(-S * (2*n300 + 1))
cool_many = math.exp(-S * (2*n77 + 1))
errors = []
for number in (100, 400):
    part = oscillator(hw, dQ / math.sqrt(number))[1]
    product = thermal_diagonal((lower.T @ part)**2, 300)**number
    errors.append(product / hot_many - 1)
# the finite-number error must fall as one over the number of modes
assert abs(errors[1]) < 0.01
assert 3.5 < errors[0] / errors[1] < 4.5
assert hot_single > cold > hot_many
soft = 0.020
n_soft = occupation(soft, 300)
hot_soft = math.exp(-S*(0.9*(2*n300 + 1) + 0.1*(2*n_soft + 1)))

# Unequal frequencies in the two electronic states
changed = []
for factor in (0.9, 1.1):
    he = factor * hw
    state = oscillator(he, dQ)[1][:, 0]
    value = float((lower[:, 0] @ state)**2)
    expected = (2*math.sqrt(hw*he)/(hw + he)
                * math.exp(-hw*he*dQ**2/(c2*(hw + he))))
    assert abs(value - expected) < 1e-9
    changed.append(value)

# Morse potential in the lower state, first spacing reduced by 1 percent
xe = 0.005
depth = hw / (4 * xe)
a = math.sqrt(hw**2 / c2 / (2 * depth))
Em, morse = solve(depth * (1 - np.exp(-a * Q))**2)
for k in range(6):
    exact = hw*(k + 0.5) - hw*xe*(k + 0.5)**2
    assert abs(Em[k] - exact) < 1e-7
anh_plus = float((morse[:, 0] @ upper[:, 0])**2)
left = oscillator(hw, -dQ)[1][:, 0]
anh_minus = float((morse[:, 0] @ left)**2)

# Dipole changing by 10 percent between the two minima
slope = 0.1
driven = (1 + slope * Q / dQ) * upper[:, 0]
non_condon = float((lower[:, 0] @ driven)**2 / (driven @ driven))
expected = (math.exp(-S) * (1 + slope/2)**2
            / ((1 + slope)**2 + slope**2/(4*S)))
assert abs(non_condon - expected) < 1e-9


# Linear Jahn-Teller coupling of an electronic doublet to two equal modes
def jt_weight(ratio, size):
    """Zero-phonon weight; ratio = Jahn-Teller energy / phonon energy."""
    low = np.diag(np.sqrt(np.arange(1, size)), 1)
    q = (low + low.T) / math.sqrt(2)
    num = np.diag(np.arange(size))
    unit, e2 = np.eye(size), np.eye(2)
    sz, sx = np.diag([1.0, -1.0]), np.array([[0, 1.0], [1.0, 0]])
    H = np.kron(e2, np.kron(num, unit) + np.kron(unit, num))
    H = H + math.sqrt(2*ratio) * (np.kron(sz, np.kron(q, unit))
                                  + np.kron(sx, np.kron(unit, q)))
    ground = np.linalg.eigh(H)[1][:, 0]
    return float(ground[0]**2 + ground[size**2]**2)


jt_energy = 0.040
jt = jt_weight(jt_energy / hw, 15)
assert abs(jt - jt_weight(jt_energy / hw, 12)) < 1e-6
assert abs((1 - jt_weight(1e-4, 6)) / 2e-4 - 1) < 0.01

print("INPUTS (rough, NV-centre regime)")
print(f"phonon energy = {hw*1e3:.1f} meV")
print(f"displacement dQ = {dQ:.2f} amu^1/2 angstrom")
print(f"zero-phonon energy = {zpl:.3f} eV")
print("COLD WEIGHTS")
print(f"hbar^2/(amu angstrom^2) = {c2*1e3:.4f} meV")
print(f"oscillator length = {length:.4f} amu^1/2 angstrom")
print(f"Huang-Rhys factor S = {S:.4f}")
print(f"exp(-S) = {math.exp(-S):.5f}")
print(f"zero-phonon weight from grid = {cold:.5f}")
print(f"largest grid-formula gap = {np.max(abs(P-formula)):.1e}")
print(f"mean phonon number from grid = {mean_n:.4f}")
print(f"phonon variance from grid = {var_n:.4f}")
print(f"relaxation energy = {relax*1e3:.1f} meV")
print(f"mean line energy = {M:.4f} eV")
print(f"sideband std deviation = {math.sqrt(S)*hw*1e3:.1f} meV")
print("n, line energy (eV), weight, photon-count share")
for k in range(10):
    print(f"{k:d}  {line[k]:.3f}  {P[k]:.5f}  {share[k]:.5f}")
print("TWO COUPLED MODES (hbar = mass = 1)")
print(f"frequencies = {freq[0]:.4f}, {freq[1]:.4f}")
print(f"S of modes = {S_modes[0]:.4f}, {S_modes[1]:.4f}")
print(f"sum of S = {S_two:.4f}")
print("weights of 0,1,2 phonons = "
      + ", ".join(f"{v:.5f}" for v in two_mode))
print("NEGLECTED EFFECTS: zero-phonon weight")
print(f"mean occupation at 77 K = {n77:.2e}")
print(f"mean occupation at 300 K = {n300:.4f}")
print(f"77 K, many modes = {cool_many:.5f}")
print(f"300 K, many modes = {hot_many:.5f}")
print(f"300 K, single mode = {hot_single:.5f}")
print(f"m=1 to m=1 weight, single mode = {W[1, 1]:.5f}")
print(f"soft-mode energy = {soft*1e3:.0f} meV, share of S = 0.1")
print(f"300 K, with soft modes = {hot_soft:.5f}")
print(f"upper frequency -10% = {changed[0]:.5f}")
print(f"upper frequency +10% = {changed[1]:.5f}")
print(f"Morse depth = {depth:.2f} eV (first spacing -1%)")
print(f"Morse, shift to soft side = {anh_plus:.5f}")
print(f"Morse, shift to hard side = {anh_minus:.5f}")
print(f"dipole +10% over dQ = {non_condon:.5f}")
print(f"dQ -10% = {math.exp(-S*0.9**2):.5f}")
print(f"dQ +10% = {math.exp(-S*1.1**2):.5f}")
print(f"Jahn-Teller energy (rough) = {jt_energy*1e3:.0f} meV")
print(f"Jahn-Teller extra factor = {jt:.4f}")
print(f"weight with that factor = {cold*jt:.5f}")
print("tests ok")
```

Output:

```
INPUTS (rough, NV-centre regime)
phonon energy = 65.0 meV
displacement dQ = 0.70 amu^1/2 angstrom
zero-phonon energy = 1.950 eV
COLD WEIGHTS
hbar^2/(amu angstrom^2) = 4.1802 meV
oscillator length = 0.2536 amu^1/2 angstrom
Huang-Rhys factor S = 3.8097
exp(-S) = 0.02216
zero-phonon weight from grid = 0.02216
largest grid-formula gap = 9.7e-15
mean phonon number from grid = 3.8097
phonon variance from grid = 3.8097
relaxation energy = 247.6 meV
mean line energy = 1.7024 eV
sideband std deviation = 126.9 meV
n, line energy (eV), weight, photon-count share
0  1.950  0.02216  0.03276
1  1.885  0.08441  0.11273
2  1.820  0.16078  0.19328
3  1.755  0.20417  0.22008
4  1.690  0.19446  0.18717
5  1.625  0.14816  0.12678
6  1.560  0.09407  0.07122
7  1.495  0.05120  0.03411
8  1.430  0.02438  0.01422
9  1.365  0.01032  0.00523
TWO COUPLED MODES (hbar = mass = 1)
frequencies = 0.9380, 1.4213
S of modes = 0.4818, 0.0232
sum of S = 0.5051
weights of 0,1,2 phonons = 0.60347, 0.30479, 0.07697
NEGLECTED EFFECTS: zero-phonon weight
mean occupation at 77 K = 5.57e-05
mean occupation at 300 K = 0.0880
77 K, many modes = 0.02215
300 K, many modes = 0.01133
300 K, single mode = 0.03347
m=1 to m=1 weight, single mode = 0.17490
soft-mode energy = 20 meV, share of S = 0.1
300 K, with soft modes = 0.00631
upper frequency -10% = 0.02704
upper frequency +10% = 0.01846
Morse depth = 3.25 eV (first spacing -1%)
Morse, shift to soft side = 0.02984
Morse, shift to hard side = 0.01655
dipole +10% over dQ = 0.02018
dQ -10% = 0.04569
dQ +10% = 0.00995
Jahn-Teller energy (rough) = 40 meV
Jahn-Teller extra factor = 0.5264
weight with that factor = 0.01166
tests ok
```
